Wilson's GF equation and the reality of its eigenvalues

A model bent molecule of three atoms has vibrational wavenumbers 369.5, 635.1 and 1125.1 cm⁻¹. They follow from the eigenvalues of a 3 × 3 matrix GF that is far from symmetric: the element in row 3, column 1 is −103.9, while its mirror image is 0.0138. A real matrix of this kind could have complex eigenvalues. Yet these are real, and they agree with the three nonzero eigenvalues of a symmetric 9 × 9 Cartesian matrix, obtained by differentiating the potential energy numerically. Both facts follow from the way G is built.

**1. Coordinates and the harmonic potential**

Let N atoms have reference positions R_a and small displacements x_a, collected in a column x of 3N components. The diagonal matrix M contains each mass m_a three times. The internal coordinates S_t, t = 1…n, are changes of bond lengths and bond angles. To first order,

S = Bx, S_t = Σ_a s_ta·x_a. (1)

The vector s_ta is the gradient of coordinate t with respect to the position of atom a. These are Wilson's s-vectors, and they form the rows of B.

Up to second order in S, the potential energy is

V = V₀ + fᵀS + ½SᵀFS, F = Fᵀ. (2)

Differentiating twice by the chain rule, at the reference geometry, gives

∂²V/∂x_i∂x_j = Σ_tu B_ti F_tu B_uj + Σ_t f_t ∂²S_t/∂x_i∂x_j. (3)

The last term arises because lengths and angles are curved functions of Cartesian positions. We assume f = 0, so that the Cartesian Hessian is BᵀFB. If the rows of B are independent, this is the same as requiring a stationary point: the Cartesian gradient is Bᵀf, and Bᵀf = 0 then implies f = 0. For redundant coordinates, f = 0 is a separate assumption, to which Section 6 returns.

**2. The s-vectors**

Number the apex atom 0 and the ends 1 and 2. Let r₁ and r₂ be the bond lengths, e₁ and e₂ the unit vectors from the apex to the ends, and φ the angle between them.

For the first bond, write the bond vector as d₁ = r₁e₁ and its change as u₁ = x₁ − x₀. Differentiating r₁² = d₁·d₁ gives 2r₁ dr₁ = 2d₁·u₁, hence

dr₁ = e₁·(x₁ − x₀). (4)

The stretch s-vectors are therefore e₁ on atom 1 and −e₁ on the apex. The second bond has e₂ and −e₂.

For the bend we need the change of e₁. From u₁ = e₁dr₁ + r₁de₁ and (4),

de₁ = [u₁ − e₁(e₁·u₁)]/r₁. (5)

Only the part of u₁ perpendicular to the bond turns it. Differentiating cos φ = e₁·e₂ gives

−sin φ dφ = de₁·e₂ + e₁·de₂
= (e₂ − cos φ e₁)·u₁/r₁ + (e₁ − cos φ e₂)·u₂/r₂.

Divide by −sin φ and insert u₁ = x₁ − x₀, u₂ = x₂ − x₀. The coefficients of x₁, x₂ and x₀ are

s₁ = (cos φ e₁ − e₂)/(r₁ sin φ),
s₂ = (cos φ e₂ − e₁)/(r₂ sin φ), (6)
s₀ = −s₁ − s₂.

The vector s₁ is perpendicular to its bond, since e₁·(cos φ e₁ − e₂) = 0. The squared length of its numerator is cos²φ − 2cos²φ + 1 = sin²φ, so |s₁| = 1/r₁. It points in the direction that opens the angle. Likewise |s₂| = 1/r₂.

At φ = 180° the perpendicular direction is undefined. If end 1 moves sideways by y, the angle is π − arctan(|y|/r₁), which has a kink at y = 0. For r₁ = 0.15 nm, both senses of displacement reduce the angle at 6.667 rad/nm. No s-vector can describe this. A linear arrangement needs other coordinates, such as the two components of e₁ + e₂ perpendicular to the axis, which are differentiable by (5).

Rigid motions leave S unchanged to first order. For a translation, u₁ = u₂ = 0. For a small rotation Ω, every bond vector changes by Ω × d, so that dr₁ = r₁e₁·(Ω × e₁) = 0 and

d(e₁·e₂) = (Ω × e₁)·e₂ + e₁·(Ω × e₂)
= Ω·(e₁ × e₂) + Ω·(e₂ × e₁) = 0. (7)

Thus Bx = 0 for all rigid displacements. A nonlinear molecule has six independent ones, so B has rank at most 3N − 6. We call the coordinates complete if the rank equals 3N − 6, and independent if the rank equals n.

**3. The GF equation**

With the Hessian BᵀFB, Newton's equations are

Mẍ = −BᵀFBx = −BᵀFS. (8)

Multiply from the left by BM⁻¹. Since B is constant, Bẍ = S̈, and therefore

S̈ = −GFS, G = BM⁻¹Bᵀ. (9)

For a vibration S = L cos(ωt + δ), the second derivative is −ω²S, so

GFL = λL, λ = ω². (10)

This is Wilson's equation. A negative λ gives exponential motion away from or towards the reference geometry instead of oscillation.

In terms of s-vectors, with μ_a = 1/m_a,

G_tu = Σ_a μ_a s_ta·s_ua. (11)

For the bent triatomic, take S = (Δr₁, Δr₂, Δφ). The stretches share only the apex, where (−e₁)·(−e₂) = cos φ. For stretch 1 with the bend, atom 1 contributes nothing because e₁·s₁ = 0. The apex contributes

(−e₁)·(−s₁ − s₂) = e₁·s₂ = (cos²φ − 1)/(r₂ sin φ) = −sin φ/r₂.

For the bend with itself we need

s₁·s₂ = (cos³φ − cos φ − cos φ + cos φ)/(r₁r₂ sin²φ)
= −cos φ/(r₁r₂),

and |s₀|² = |s₁|² + |s₂|² + 2s₁·s₂. Altogether,

G₁₁ = μ₁ + μ₀, G₂₂ = μ₂ + μ₀, G₁₂ = μ₀ cos φ,
G₁₃ = −μ₀ sin φ/r₂, G₂₃ = −μ₀ sin φ/r₁, (12)
G₃₃ = μ₁/r₁² + μ₂/r₂² + μ₀[1/r₁² + 1/r₂² − 2cos φ/(r₁r₂)].

Every off-diagonal element carries μ₀: the coordinates are coupled kinetically through the recoil of the apex. For an infinitely heavy apex, G becomes diagonal.

A second limit is the straight molecule with equal ends, μ₁ = μ₂ = μ, and equal bonds. Its stretches remain valid coordinates, and reflection through the axis forbids their harmonic coupling to transverse motion. With F₁₁ = F₂₂ and G₁₂ = −μ₀, the vectors (1, 1) and (1, −1) are eigenvectors of both 2 × 2 stretch blocks. Their eigenvalues are

λ₊ = μ(F₁₁ + F₁₂), λ₋ = (μ + 2μ₀)(F₁₁ − F₁₂). (13)

The apex mass is absent from λ₊ because the apex stands still when both bonds lengthen equally.

**4. What G says about kinetic energy**

Suppose the coordinates are independent. For any column z,

zᵀGz = |M^(−1/2)Bᵀz|² ≥ 0, (14)

with equality only for z = 0, so G is positive definite and invertible. Given the rates Ṡ, define

p = G⁻¹Ṡ, v = M⁻¹Bᵀp. (15)

Then Bv = Gp = Ṡ, so v is one set of atomic velocities with the required rates. Any other set is v + w with Bw = 0. The cross term in its kinetic energy is wᵀMv = wᵀBᵀp = (Bw)ᵀp = 0, and hence

T = ½vᵀMv + ½wᵀMw, ½vᵀMv = ½pᵀGp = ½ṠᵀG⁻¹Ṡ. (16)

The second expression is the smallest kinetic energy compatible with Ṡ. If the set is also complete, w is a rigid motion. The vanishing cross term for every rigid w means that v has no total linear or angular momentum. Thus G⁻¹ gives the energy left after overall translation and rotation are removed.

In the example below, let end 1 move with velocity (100, 200, 300) m/s while the other atoms rest. With m₁ = 10 u the kinetic energy is ½(10 u)(140 000 m²/s²) = 1.162 × 10⁻²¹ J. Explicit subtraction of the centre-of-mass motion and the rotation leaves 0.187 × 10⁻²¹ J, and ½ṠᵀG⁻¹Ṡ gives the same value.

**5. Reality and equality of the eigenvalues**

In mass-weighted coordinates y = M^(1/2)x, equation (8) becomes

ÿ = −Dy, D = M^(−1/2)BᵀFBM^(−1/2). (17)

The matrix D is real and symmetric. If Dv = λv, then v†Dv = λv†v. The left side equals its own complex conjugate and v†v is positive, so λ is real.

Now define

C = BM^(−1/2), K = CᵀF. (18)

The two matrices are products of the same factors in opposite order:

GF = CCᵀF = CK, D = CᵀFC = KC. (19)

Let q = 3N, and let 1_n and 1_q be unit matrices. Consider the block matrix P with first row (1_n, C) and second row (K, λ1_q). Semicolons below separate block rows. Direct multiplication confirms

P = [1_n, 0; K, 1_q] [1_n, C; 0, λ1_q − KC]. (20)

Both factors are block triangular, so det P = det(λ1_q − D). For λ ≠ 0 there is a second factorization,

P = [1_n − CK/λ, C/λ; 0, 1_q] [1_n, 0; K, λ1_q]. (21)

Its upper left block is 1_n − CK/λ + CK/λ = 1_n, as required. It gives det P = λ^q det(1_n − GF/λ) = λ^(q−n) det(λ1_n − GF). Equating the two results and multiplying by λⁿ,

λⁿ det(λ1_q − D) = λ^q det(λ1_n − GF). (22)

Both sides are polynomials that agree for every λ ≠ 0, hence for every λ. Their nonzero roots coincide, with multiplicity. Those of D are real, so all nonzero eigenvalues of GF are real, and a zero eigenvalue is real in any case. This proves both claims. The argument needs neither independent coordinates nor a positive definite F.

The equality concerns nonzero eigenvalues. For a complete independent set on a nonlinear molecule, n = 3N − 6 and (22) becomes

det(λ1_q − D) = λ⁶ det(λ1_n − GF). (23)

The Cartesian problem has six additional zeros, belonging to translations and rotations.

For independent coordinates there is also a direct route to the modes. Let G^(1/2) be the positive symmetric square root of G. Then

H = G^(1/2)FG^(1/2) = G^(−1/2)(GF)G^(1/2) (24)

is real, symmetric and similar to GF. Write HY = YΛ, with Y orthogonal and Λ diagonal, and set L = G^(1/2)Y. Multiplying HY = YΛ by G^(1/2) gives GFL = LΛ. Moreover,

LLᵀ = G^(1/2)YYᵀG^(1/2) = G, LᵀFL = YᵀHY = Λ. (25)

So GF has a complete set of eigenvectors, the columns of L. They are not orthogonal in general; (25) fixes their normalization. The corresponding Cartesian modes are the columns of CᵀG⁻¹L, because

D(CᵀG⁻¹L) = CᵀF(CCᵀ)G⁻¹L = CᵀFL
= CᵀG⁻¹(GFL) = (CᵀG⁻¹L)Λ, (26)

and their overlap matrix is LᵀG⁻¹GG⁻¹L = LᵀG⁻¹L = YᵀY = 1.

For independent coordinates, where L is invertible, the signs of the eigenvalues are those of F. To see this, let F have a positive eigenvalues and Λ have b. If b > a, the b-dimensional space spanned by the columns of L with positive λ must meet the (n − a)-dimensional space of nonpositive eigenvectors of F in a nonzero vector, because b + n − a > n. On that vector SᵀFS would be both positive and nonpositive. Exchanging the roles excludes a > b. The same argument for −F fixes the number of negative eigenvalues. A minimum with positive definite F thus has real frequencies, while a saddle has real λ but some imaginary ω.

Symmetry of both factors would not suffice for reality. The product of diag(1, −1) with the symmetric matrix [0, 1; 1, 0] is [0, 1; −1, 0], whose eigenvalues are ±i. What excludes this in mechanics is G = CCᵀ, which cannot have a negative eigenvalue.

**6. A worked molecule and the limits of the method**

The model has masses m₀ = 20 u, m₁ = 10 u, m₂ = 30 u, bonds r₁ = 0.15 nm, r₂ = 0.20 nm, and φ = 110°. Its force constants are F₁₁ = 500, F₂₂ = 300, F₁₂ = 20 N/m; F₁₃ = 2, F₂₃ = 3 nN/rad; and F₃₃ = 1 aJ/rad². With lengths in nm these units fit together, since 1 N/m × 1 nm = 1 nN and 1 nN × 1 nm = 1 aJ.

Place e₁ along x and e₂ in the upper half of the xy plane. The bend s-vectors are then (0, −6.667, 0) on end 1, (−4.698, −1.710, 0) on end 2 and (4.698, 8.377, 0) on the apex, in rad/nm. Their sum vanishes, and the first two have lengths 1/0.15 and 1/0.20, as derived.

From (12), G₁₁ = 1/10 + 1/20 = 0.1500 u⁻¹ and G₁₂ = −0.0171 u⁻¹. The couplings to the bend are G₁₃ = −0.2349 and G₂₃ = −0.3132 rad/(u nm). The three terms of G₃₃ are

G₃₃ = 4.444 + 0.833 + 4.612 = 9.890 rad²/(u nm²). (27)

Nearly half of it comes from the apex. Two elements of GF show the origin of the asymmetry:

(GF)₃₁ = −0.2349 × 500 − 0.3132 × 20 + 9.890 × 2 = −103.9,
(GF)₁₃ = 0.1500 × 2 − 0.0171 × 3 − 0.2349 × 1 = 0.014. (28)

Part of the contrast is due to units, since one element converts a length into an angular acceleration and the other does the reverse. Units are not the whole reason: the two stretch elements (GF)₁₂ = −2.835 and (GF)₂₁ = −7.510 have the same unit and still differ. In general (GF)ᵀ = FG, so GF is symmetric just when F and G commute. A change of units S′ = US turns G into UGUᵀ and F into (U⁻¹)ᵀFU⁻¹. Hence GF becomes U(GF)U⁻¹, and its eigenvalues are unaffected.

The eigenvalues are 8.0435, 23.764 and 74.579 (N/m)/u. Their sum, 106.387, equals the trace 74.188 + 23.718 + 8.481. Division by the atomic mass unit in kilograms converts the lowest to 4.844 × 10²⁷ s⁻², and

ν̃ = √λ/(2πc) (29)

gives 369.5 cm⁻¹. The Cartesian calculation gives 8.043508 (N/m)/u for this eigenvalue, against 8.043507 from GF. Its six zeros appear as numbers no larger than 4 × 10⁻⁷ (N/m)/u, the residue of finite differences.

The lowest mode is L = (0.0002, 0.0173, 2.769), with stretches in u^(−1/2) and the bend in rad u^(−1/2) nm⁻¹. Equation (25) requires LᵀFL = λ. The bend term gives 1 × 2.769² = 7.667, the second stretch 300 × 0.0173² = 0.090, and their coupling 2 × 3 × 0.0173 × 2.769 = 0.287. The sum is 8.04, so the restoring energy is mainly that of bending.

The middle mode, L = (−0.0163, −0.283, 1.387) in the same units, is chiefly a stretch of bond 2: in LᵀFL the second stretch gives 300 × 0.283² = 24.0, the bend only 1 × 1.387² = 1.9, and their coupling −2.4. Its bend component follows from the third row of GFL = λL, [λ − (GF)₃₃]L₃ = (GF)₃₁L₁ + (GF)₃₂L₂, which reads 15.28 × 1.387 = 21.2 = 1.7 + 19.5. The dominant term contains (GF)₃₂ = −69.0. Its parts are G₃₁F₁₂ = −4.7, G₃₂F₂₂ = −94.0 and G₃₃F₃₂ = +29.7. The force in the stretched bond moves the apex, and this recoil drives the angle; the direct force coupling F₂₃ opposes it but is weaker.

Changing F₃₃ to −1 aJ/rad² makes F indefinite. The eigenvalues become −9.437, 21.93 and 74.12 (N/m)/u by both routes: one negative value, as F has, and none complex.

The condition f = 0 is essential. Add a tension τ = 1 nN in bond 1, so that V gains the term τΔr₁. By (4) and (5), the second derivative of r₁ is (1 − e₁e₁ᵀ)/r₁, and (3) acquires a transverse stiffness τ/r₁ = 6.67 N/m between atoms 0 and 1. With F positive definite, the quadratic form of the Hessian now vanishes only for rigid motions that do not turn bond 1: three translations and the rotation about that bond. The numerical Hessian indeed has four zeros instead of six. The new eigenvalues are 0.155 and 1.000 (N/m)/u. The second belongs to motion out of the plane, where B has no components and the transverse stiffness acts alone:

λ = (τ/r₁)(μ₀ + μ₁) = 6.67 × 0.15 = 1.00 (N/m)/u. (30)

The lowest of the other three rises from 8.04 to 8.65. GF, which contains no f, misses all these changes. The reference geometry is then not an equilibrium, and the eigenvalues are local curvatures, not frequencies of vibration about a minimum.

Four atoms show the role of redundancy. With a central atom bonded to three others, three stretches and three bends form a complete independent set in the pyramidal case studied. G has rank 6, and the six eigenvalues of GF match the six nonzero Cartesian ones. When the atoms lie in a plane around the centre, the three angles add to 360° for every in-plane displacement. Out-of-plane displacements do not change them to first order. The three bend rows of B therefore sum to zero, and G has rank 5. GF has one zero, and its five other eigenvalues again match the Cartesian ones, as (22) demands.

The Cartesian matrix of the planar case has seven zeros. Six are rigid motions; the seventh is the out-of-plane deformation, to which these coordinates assign no harmonic energy. It is a gap in the description, not a free motion of a real molecule. Here the separate assumption f = 0 matters. Take three equal bonds at 120° whose ends have distance ρ from the axis, and shift the centre by h along the axis. Then

cos φ = (−ρ²/2 + h²)/(ρ² + h²) ≈ −1/2 + 3h²/(2ρ²). (31)

Since dφ = −d(cos φ)/sin φ and sin 120° = √3/2, each angle falls by √3h²/ρ². A term in V proportional to the sum of the angles would thus exert no force in the plane, yet would contribute an out-of-plane curvature that BᵀFB omits. An out-of-plane coordinate in S supplies the missing row of B and raises its rank to 6; the out-of-plane curvature, including any part that comes from such a term, must then be entered as the force constant of this coordinate.

The s-vectors, G, GF, eigenvalues, modes and kinetic energies are listed in the numerical output; the partial sums quoted here follow from them and the input data by the arithmetic shown.

Numbers as computed

```
masses: apex, end 1, end 2: 20 10 30 u
bond lengths r1, r2: 0.15 0.2 nm
angle: 110 degrees
F11, F22, F12: 500 300 20 N/m
F13, F23: 2 3 nN/rad
F33: 1 aJ/rad^2
bend s-vector, apex (x y z): 4.6985 8.3768 0 rad/nm
bend s-vector, end 1 (x y z): 0 -6.6667 0 rad/nm
bend s-vector, end 2 (x y z): -4.6985 -1.7101 0 rad/nm
G11, G22, G12: 0.15 0.083333 -0.017101 1/u
G13, G23: -0.23492 -0.31323 rad/(u nm)
G33: 9.8901 rad^2/(u nm^2)
GF in working units (nm, u, N/m), rows:
  row 1: 74.1881 -2.83507 0.0137738 
  row 2: -7.5103 23.7183 -0.0974329 
  row 3: -103.946 -68.9975 8.48053 
GF eigenvalues: 8.043507 23.76397 74.57947 (N/m)/u
Cartesian nonzero eigenvalues: 8.043508 23.76397 74.57947 (N/m)/u
largest |Cartesian zero|: 3.7e-07 (N/m)/u
lambda in SI: 4.8439e+27 1.4311e+28 4.4913e+28 s^-2
wavenumbers from GF: 369.4857 635.0887 1125.083 cm^-1
wavenumbers from Cartesian: 369.4857 635.0887 1125.083 cm^-1
L mode 1, stretches: 0.0001645 0.01729 u^-1/2
L mode 1, bend: 2.769 rad u^-1/2 nm^-1
L mode 2, stretches: -0.01627 -0.2826 u^-1/2
L mode 2, bend: 1.387 rad u^-1/2 nm^-1
L mode 3, stretches: -0.387 0.05609 u^-1/2
L mode 3, bend: 0.55 rad u^-1/2 nm^-1
mode overlaps, GF with Cartesian: 1 1 1 
velocity of end 1, others at rest: 100 200 300 m/s
total kinetic energy: 1.1624 1e-21 J
kinetic energy without rigid motion: 0.18733 1e-21 J
kinetic energy from inverse G: 0.18733 1e-21 J
saddle case F33: -1 aJ/rad^2
saddle GF eigenvalues: -9.4366 21.926 74.117 (N/m)/u
saddle Cartesian eigenvalues: -9.4366 21.926 74.117 (N/m)/u
added tension in bond 1: 1 nN
tension case, nonzero eigenvalues: 0.15511 1 8.6537 23.998 74.58 (N/m)/u
tension case, number of zeros: 4
indefinite-G example, imaginary parts: -1 1 
straight angle, slopes for +/- moves: -6.6667 -6.6667 rad/nm
pyramidal four-atom case, rank of G: 6
  nonzero GF: 4.8798 6.6767 8.7459 23.745 46.002 62.128 (N/m)/u
  nonzero Cartesian: 4.8798 6.6767 8.7459 23.745 46.002 62.128 (N/m)/u
planar four-atom case, rank of G: 5
  nonzero GF: 8.4705 10.259 21.739 49.884 65.168 (N/m)/u
  nonzero Cartesian: 8.4705 10.259 21.739 49.884 65.168 (N/m)/u
```
